# Drift and Ballistic Space-Charge-Limited Currents and Their Crossing Length: test program

```python
"""Space-charge-limited current through a layer of length L at voltage V.

Results under test (all quantities are positive magnitudes):
  drift law (Mott-Gurney)         J = (9/8) eps mu V^2 / L^3
  ballistic law (Child-Langmuir)  J = (4/9) eps sqrt(2e/m) V^(3/2) / L^2
  crossing length                 Lx = (81/32) mu sqrt(m V / (2e))
  full model with inertia and friction, m dv/dt = e F - m v/tau, which is
  solved in closed form with s = transit time / tau.
Symbols: eps permittivity, mu = e tau/m mobility, m effective mass,
tau momentum relaxation time, F field, v carrier velocity.
The tests integrate the transport equations in position and shoot for J.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def drift_law(eps, mu, V, L):
    return 9 / 8 * eps * mu * V**2 / L**3


def ballistic_law(eps, e, m, V, L):
    return 4 / 9 * eps * np.sqrt(2 * e / m) * V**1.5 / L**2


def crossing_length(mu, e, m, V):
    return 81 / 32 * mu * np.sqrt(m * V / (2 * e))


def shape_functions(s):
    """Reduced velocity, length and voltage at the anode."""
    decay = np.exp(-s)
    g = s - 1 + decay
    X = s**2 / 2 - s + 1 - decay
    Y = s**3 / 3 - s**2 / 2 + 1 - (1 + s) * decay
    return g, X, Y


def reduced_length(s):
    _, X, Y = shape_functions(s)
    return X / np.sqrt(2 * Y)


def full_model(e, m, eps, tau, V, L):
    """Closed-form full model: current, exit velocity, s."""
    v_free = np.sqrt(2 * e * V / m)
    target = L / (v_free * tau)
    s = brentq(lambda z: reduced_length(z) - target, 1e-2, 1e4, xtol=1e-12)
    g, X, _ = shape_functions(s)
    A = L / X
    return A * m * eps / (e * tau**3), A / tau * g, s


# ---------- direct integration in reduced units with e = 1 ----------
MASS, EPS, TAU, VOLT = 0.7, 1.3, 0.5, 0.9
MU = TAU / MASS
SEED = 1e-5  # small starting value that avoids division by zero


def integrate_layer(J, L, regime, cathode_field):
    """Return the final state (potential, field[, velocity]) at x = L."""
    if regime == "drift":
        def rhs(x, y):
            return [y[1], J / (EPS * MU * y[1])]
        start = [0.0, max(cathode_field, SEED)]
    else:
        rate = 0.0 if regime == "ballistic" else 1 / TAU

        def rhs(x, y):
            return [y[1], J / (EPS * y[2]), y[1] / (MASS * y[2]) - rate]
        start = [0.0, cathode_field, SEED]
    sol = solve_ivp(rhs, (0, L), start, method="DOP853", rtol=1e-8,
                    atol=1e-10, first_step=1e-13)
    assert sol.success
    return sol.y[:, -1]


def shoot_current(L, regime, cathode_field=0.0):
    """Current for which the integrated potential drop equals VOLT."""
    def mismatch(log_j):
        final = integrate_layer(np.exp(log_j), L, regime, cathode_field)
        return final[0] - VOLT
    return np.exp(brentq(mismatch, np.log(1e-3), np.log(1e2), xtol=1e-8))


# The seed velocity shifts currents by a few times 1e-5, hence this tolerance.
TOL = 3e-4
Lx_test = crossing_length(MU, 1.0, MASS, VOLT)
print("Direct integration / formula, reduced units (dimensionless):")
for factor in (0.3, 1.0, 3.0):
    L = factor * Lx_test
    j_drift = shoot_current(L, "drift")
    j_ball = shoot_current(L, "ballistic")
    j_full = shoot_current(L, "full")
    r_drift = j_drift / drift_law(EPS, MU, VOLT, L)
    r_ball = j_ball / ballistic_law(EPS, 1.0, MASS, VOLT, L)
    j_closed, v_closed, _ = full_model(1.0, MASS, EPS, TAU, VOLT, L)
    r_full = j_full / j_closed
    assert abs(r_drift - 1) < TOL
    assert abs(r_ball - 1) < TOL
    assert abs(r_full - 1) < TOL
    # integrated currents meet at Lx and their ratio falls as 1/L
    assert abs(j_drift / j_ball * factor - 1) < TOL
    # integrated full current lies below both integrated limits
    assert j_full < min(j_drift, j_ball)
    v_exit = integrate_layer(j_full, L, "full", 0.0)[2]
    assert abs(v_exit / v_closed - 1) < TOL
    print(f"  L/Lx={factor:.1f}: drift {r_drift:.5f}, "
          f"ballistic {r_ball:.5f}, full {r_full:.5f}")

# A positive cathode field lowers the current at fixed voltage.
print("Current with cathode field 0.3 V/L over current with zero field:")
for regime in ("drift", "ballistic"):
    field = 0.3 * VOLT / Lx_test
    ratio = (shoot_current(Lx_test, regime, field)
             / shoot_current(Lx_test, regime))
    assert ratio < 0.999
    print(f"  {regime}: {ratio:.4f}")

# Bounds and uniqueness of s over a wide range.
s_grid = np.geomspace(0.05, 1e3, 400)
_, X_grid, Y_grid = shape_functions(s_grid)
assert np.all(np.diff(reduced_length(s_grid)) > 0)
assert np.all(9 * X_grid**2 / (4 * np.sqrt(2) * Y_grid**1.5) < 1)
assert np.all(8 * X_grid**3 / (9 * Y_grid**2) < 1)

# ---------- effective mass: wave packet on a lattice, hbar = a = 1 ----------
hopping, force, duration, width = 1.0, 0.01, 20.0, 10.0
sites = np.arange(-150, 151)
H = np.diag(-force * sites.astype(float))
H -= hopping * (np.eye(sites.size, k=1) + np.eye(sites.size, k=-1))
energies, states = np.linalg.eigh(H)
packet = np.exp(-sites**2 / (4 * width**2))
packet /= np.linalg.norm(packet)
later = states @ (np.exp(-1j * energies * duration) * (states.T @ packet))
shift = np.sum(sites * np.abs(later)**2)
lattice_mass = 1 / (2 * hopping)  # inverse band curvature at k = 0
predicted = force * duration**2 / (2 * lattice_mass)
# the packet has finite width in k and the band is not exactly parabolic
assert abs(shift / predicted - 1) < 0.01
print("Lattice wave packet (hbar = site spacing = hopping = 1):")
print(f"  force {force}, time {duration}, packet width {width} sites")
print(f"  effective mass {lattice_mass}")
print(f"  displacement: quantum {shift:.4f}, f t^2/(2m) {predicted:.4f} sites")

# ---------- worked example ----------
e = const.e
mass_ratio, eps_r, tau, V = 0.1, 10.0, 1e-13, 0.1
m = mass_ratio * const.m_e
eps = eps_r * const.epsilon_0
mu = e * tau / m
v_free = np.sqrt(2 * e * V / m)
Lx = crossing_length(mu, e, m, V)
J_common = ballistic_law(eps, e, m, V, Lx)
assert abs(Lx / (81 / 64 * v_free * tau) - 1) < 1e-12
J_compact = 16384 / 59049 * eps * V / (tau**2 * v_free)
assert abs(J_compact / J_common - 1) < 1e-12
J_x, v_x, s_x = full_model(e, m, eps, tau, V, Lx)
local_drift = mu * J_x * s_x * tau / eps
bohr = const.physical_constants["Bohr radius"][0]
wavelength = const.h / np.sqrt(2 * m * e * V)

print("Worked example, inputs:")
print(f"  effective mass {mass_ratio} m_e, relative permittivity {eps_r}")
print(f"  relaxation time {tau*1e12:.2f} ps, voltage {V:.2f} V")
print("Worked example, results:")
print(f"  mobility {mu*1e4:.1f} cm^2/(V s)")
print(f"  collisionless exit velocity v_V {v_free:.4e} m/s")
print(f"  length v_V tau {v_free*tau*1e9:.2f} nm")
print(f"  crossing length Lx {Lx*1e9:.2f} nm = {Lx/bohr:.0f} bohr")
print(f"  common current of the two laws at Lx {J_common*1e-4:.4e} A/cm^2")
print(f"  full-model current at Lx {J_x*1e-4:.4e} A/cm^2")
print(f"  full / common current at Lx {J_x/J_common:.4f}")
print(f"  transit time at Lx: s = {s_x:.4f}, {s_x*tau*1e12:.4f} ps")
print(f"  exit velocity at Lx {v_x:.4e} m/s")
print(f"  exit velocity / v_V {v_x/v_free:.4f}")
print(f"  exit velocity / local drift velocity {v_x/local_drift:.4f}")
print(f"  share of eV kept as kinetic energy {(v_x/v_free)**2:.4f}")
print(f"  de Broglie wavelength at energy eV {wavelength*1e9:.2f} nm")
print(f"  thermal energy at 77 K {const.k*77/e*1e3:.2f} meV")
print("L/Lx | L (nm) | drift, ballistic, full J (A/cm^2) | full/lower law")
for factor in (0.1, 0.3, 1.0, 3.0, 10.0):
    L = factor * Lx
    jd = drift_law(eps, mu, V, L)
    jb = ballistic_law(eps, e, m, V, L)
    jf = full_model(e, m, eps, tau, V, L)[0]
    print(f"  {factor:4.1f} | {L*1e9:.2f} | {jd*1e-4:.3e}, {jb*1e-4:.3e}, "
          f"{jf*1e-4:.3e} | {jf/min(jd, jb):.4f}")

print("all good")
```

It prints:

```
Direct integration / formula, reduced units (dimensionless):
  L/Lx=0.3: drift 1.00000, ballistic 1.00002, full 1.00002
  L/Lx=1.0: drift 1.00000, ballistic 1.00002, full 1.00001
  L/Lx=3.0: drift 1.00000, ballistic 1.00002, full 1.00000
Current with cathode field 0.3 V/L over current with zero field:
  drift: 0.8925
  ballistic: 0.8791
Lattice wave packet (hbar = site spacing = hopping = 1):
  force 0.01, time 20.0, packet width 10.0 sites
  effective mass 0.5
  displacement: quantum 3.9817, f t^2/(2m) 4.0000 sites
Worked example, inputs:
  effective mass 0.1 m_e, relative permittivity 10.0
  relaxation time 0.10 ps, voltage 0.10 V
Worked example, results:
  mobility 1758.8 cm^2/(V s)
  collisionless exit velocity v_V 5.9310e+05 m/s
  length v_V tau 59.31 nm
  crossing length Lx 75.06 nm = 1419 bohr
  common current of the two laws at Lx 4.1422e+04 A/cm^2
  full-model current at Lx 2.7056e+04 A/cm^2
  full / common current at Lx 0.6532
  transit time at Lx: s = 6.1902, 0.6190 ps
  exit velocity at Lx 2.7905e+05 m/s
  exit velocity / v_V 0.4705
  exit velocity / local drift velocity 0.8388
  share of eV kept as kinetic energy 0.2214
  de Broglie wavelength at energy eV 12.26 nm
  thermal energy at 77 K 6.64 meV
L/Lx | L (nm) | drift, ballistic, full J (A/cm^2) | full/lower law
   0.1 | 7.51 | 4.142e+07, 4.142e+06, 3.985e+06 | 0.9622
   0.3 | 22.52 | 1.534e+06, 4.602e+05, 4.085e+05 | 0.8877
   1.0 | 75.06 | 4.142e+04, 4.142e+04, 2.706e+04 | 0.6532
   3.0 | 225.19 | 1.534e+03, 4.602e+03, 1.427e+03 | 0.9304
  10.0 | 750.64 | 4.142e+01, 4.142e+02, 4.113e+01 | 0.9931
all good
```
